# Intrinsic Second-Order Hall Response of a PT-Symmetric Tilted Dirac Antiferromagnet

## The problem

A two-dimensional antiferromagnet has the low-energy Hamiltonian

$$H=wk_x+v_xk_x\tau_x+v_yk_y\tau_ys_z+\Delta\tau_z .$$

The matrices $\tau$ act on an orbital index and $s$ on spin. The parameters $v_x,v_y,\Delta$ are positive; $v_x,v_y,w$ have units of energy times length. The tilt $t=w/v_x$ obeys $|t|<1$. Inversion is $P=\tau_z$ with $\mathbf k\to-\mathbf k$, and time reversal is $T=\tau_z\,is_yK$ with $\mathbf k\to-\mathbf k$, where $K$ is complex conjugation. The three Dirac terms respect both. The tilt is odd under each and even under the product $PT$. It is taken to be proportional to the Néel order, so reversing that order reverses $w$.

A uniform static field $\mathbf E$ acts on electrons of charge $-e$, with $e>0$. Find the intrinsic coefficient $\beta$, independent of the scattering time, in $j_x=\beta E_y^2$. Occupations follow the Fermi function $f_0$ of the wave-packet energy, including its field correction but not the electrostatic potential. This rule is part of the problem, and its effect is examined below.

## A tempting solution

The operator $\Theta=is_yK$ represents $PT$ and leaves $\mathbf k$ fixed. Conjugation reverses $\tau_y$, and the rotation by $s_y$ reverses $s_z$, so $\tau_ys_z$ is unchanged; the other terms are real and spin-independent. Hence $\Theta H(\mathbf k)\Theta^{-1}=H(\mathbf k)$. Since $\Theta^2=-1$, every band is doubly degenerate. The two partners have opposite Berry curvatures, so the curvature summed over a pair vanishes.

The semiclassical velocity is

$$\hbar\dot{\mathbf r}=\nabla_{\mathbf k}\tilde\varepsilon+e\mathbf E\times\boldsymbol\Omega ,$$

where $\tilde\varepsilon$ is the field-corrected energy. The second term cancels within each pair. In the first, $f_0(\tilde\varepsilon)\nabla\tilde\varepsilon$ is the gradient of a function of $\tilde\varepsilon$ and integrates to zero. The conclusion would be $\beta=0$.

## The fault

The cancellation used the curvature of the bands at zero field. The potential energy $e\mathbf E\cdot\mathbf r$ is odd under $PT$, because $PT$ reverses $\mathbf r$. The field therefore breaks the symmetry that enforced the cancellation. What $PT$ does require is that one partner in field $\mathbf E$ has the opposite curvature to the other in field $-\mathbf E$:

$$\Omega_{\downarrow}(\mathbf E)=-\Omega_{\uparrow}(-\mathbf E).$$

The zero-field parts are opposite, but the parts linear in $\mathbf E$ are equal and add. A curvature linear in the field gives a velocity quadratic in the field. This is the missing current.

## The right solution

### Interband matrix elements

Spin $s=\pm1$ is conserved. Set $q_x=v_xk_x$ and $q_y=v_yk_y$. Each spin block is

$$H_s=wk_x+\mathbf h\cdot\boldsymbol\tau,\qquad \mathbf h=(q_x,sq_y,\Delta),$$

with energies $\varepsilon_\sigma=wk_x+\sigma d$, where $\sigma=\pm1$ and $d=\sqrt{q_x^2+q_y^2+\Delta^2}$.

Let $A_a^{mn}=i\langle u_m|\partial_au_n\rangle$, with $\partial_a=\partial/\partial k_a$. Differentiating the eigenvalue equation gives, for $m\ne n$,

$$A_a^{mn}=\frac{i\langle m|\partial_aH|n\rangle}{\varepsilon_n-\varepsilon_m}.$$

In the product $A_a^{nm}A_b^{mn}$ the factor $i^2=-1$ cancels the sign from the two opposite denominators:

$$A_a^{nm}A_b^{mn}=\frac{\langle n|\partial_aH|m\rangle\langle m|\partial_bH|n\rangle}{4d^2}.$$

Write $\hat{\mathbf n}=\mathbf h/d$, so that $\langle n|\tau_i|n\rangle=\sigma\hat n_i$. In a two-level block $|m\rangle\langle m|=1-|n\rangle\langle n|$, and therefore

$$\langle n|\tau_i|m\rangle\langle m|\tau_j|n\rangle=\langle\tau_i\tau_j\rangle-\langle\tau_i\rangle\langle\tau_j\rangle=\delta_{ij}-\hat n_i\hat n_j+i\sigma\epsilon_{ijl}\hat n_l .$$

The identity part of $\partial_xH$ has no interband element. Contracting with $\partial_x\mathbf h=(v_x,0,0)$ and $\partial_y\mathbf h=(0,sv_y,0)$ gives

$$\operatorname{Re}A_a^{nm}A_b^{mn}=\frac{v_av_b}{4d^2}\left(\delta_{ab}-\frac{q_aq_b}{d^2}\right),$$

$$\Omega=-2\operatorname{Im}A_x^{nm}A_y^{mn}=-\frac{\sigma s\,v_xv_y\Delta}{2d^3}.$$

The real part is the same for both spins, since $s^2=1$. The curvature changes sign with $s$. Thus "vanishing Berry curvature" here means a vanishing sum over the pair, not zero curvature in each block.

### Field-induced displacement

The interband part of $e\mathbf E\cdot\mathbf r$ mixes band $m$ into band $n$ with first-order amplitude

$$c_m=\frac{eE_bA_b^{mn}}{\varepsilon_n-\varepsilon_m},$$

where repeated spatial indices are summed. The position operator does not connect the spin blocks, so the degenerate partner does not enter. The mixing displaces the packet by

$$\delta r_a=A_a^{nm}c_m+\text{c.c.}=eG_{ab}E_b,\qquad
G_{ab}=2\operatorname{Re}\frac{A_a^{nm}A_b^{mn}}{\varepsilon_n-\varepsilon_m}.$$

This $G_{ab}$ is the Berry connection polarizability: $eG_{ab}E_b$ is the change of the Berry connection. With $\varepsilon_n-\varepsilon_m=2\sigma d$,

$$G_{ab}=\frac{\sigma v_av_b}{4d^3}\left(\delta_{ab}-\frac{q_aq_b}{d^2}\right).$$

For the lower band $G_{yy}$ is negative: the electron is displaced against $\mathbf E$, as a negative charge in the lower of two coupled levels must be. In the upper band the displacement has the opposite sign.

### Second-order velocity

Let $\mathbf R$ be the packet centre without this displacement, so $r_a=R_a+eG_{ab}E_b$. Second-order perturbation theory gives the total energy

$$\varepsilon+e\mathbf E\cdot\mathbf R+\frac{e^2}{2}G_{bc}E_bE_c .$$

The second-order part of $\hbar\dot R_a$ is $\frac{e^2}{2}\partial_aG_{bc}E_bE_c$. The displacement also changes as the packet moves through $\mathbf k$ space. With $\hbar\dot k_c=-eE_c$ it adds $-e^2E_bE_c\partial_cG_{ab}$. Hence

$$\hbar\dot r_a^{(2)}=e^2E_bE_c\left(\tfrac12\partial_aG_{bc}-\partial_cG_{ab}\right).$$

Now split $\frac12=-\frac12+1$ in the first term:

$$\hbar\dot r_a^{(2)}=-\frac{e^2}{2}\partial_aG_{bc}E_bE_c+e^2E_bE_c(\partial_aG_{bc}-\partial_cG_{ab}).$$

The first piece is the gradient of the correction to

$$\tilde\varepsilon=\varepsilon-\frac{e^2}{2}G_{bc}E_bE_c .$$

This is the packet energy without the potential at its true centre: subtracting $eE_a\,\delta r_a=e^2G_{ab}E_aE_b$ from $+\frac{e^2}{2}GEE$ leaves $-\frac{e^2}{2}GEE$. The second piece is $e\mathbf E\times(\nabla\times\delta\mathbf r)$, the anomalous velocity from the field-induced curvature.

The velocity formula was tested against the time-dependent Schrödinger equation with $e=\hbar=v_x=\Delta=1$, $v_y=0.8$, $w=0.4$ and $\mathbf k=(0.6,0.4)$. A field along $y$ was switched on smoothly, and the velocity was averaged over the two upper states. The coefficients of $E^2$ were $-0.02506$ along $x$ and $0.03682$ along $y$, equal to the formula's values at this precision. The linear Hall velocity was $-0.226E$ in the spin-up block and vanished numerically in the average.

### From velocity to current

With $f_0(\tilde\varepsilon)$, the energy-gradient current vanishes as in the tempting solution. The induced curvature is already linear in $\mathbf E$, so its current needs $f_0$ only at zero field:

$$j_a=-\frac{e^3}{\hbar}\sum\int\frac{d^2k}{(2\pi)^2}f_0(\varepsilon)(\partial_aG_{bc}-\partial_cG_{ab})E_bE_c .$$

The sum runs over both bands and spins. Contracting with $E_a$ gives zero, because the bracket is antisymmetric in $a,c$ while $E_aE_c$ is symmetric. This current does no work.

In two dimensions the bracket vanishes for $a=c$. What remains has the form

$$j_x=E_y(\alpha E_x+\beta E_y),\qquad j_y=-E_x(\alpha E_x+\beta E_y).$$

The coefficient $\alpha$ contains $\partial_xG_{xy}-\partial_yG_{xx}$, which is odd in $k_y$. The occupations are even in $k_y$, so $\alpha=0$.

For $\beta$ use $\partial_xd=v_xq_x/d$ and $\partial_yd=v_yq_y/d$:

$$\partial_xG_{yy}=\frac{\sigma v_xv_y^2q_x}{4}\left(-\frac3{d^5}+\frac{5q_y^2}{d^7}\right),$$

$$\partial_yG_{xy}=\frac{\sigma v_xv_y^2q_x}{4}\left(-\frac1{d^5}+\frac{5q_y^2}{d^7}\right).$$

The $d^{-7}$ terms cancel in the difference:

$$\partial_xG_{yy}-\partial_yG_{xy}=-\frac{\sigma v_xv_y^2q_x}{2d^5}.$$

The two spins supply a factor 2. With $f_\pm$ the occupations of the upper and lower bands and $d^2k=d^2q/(v_xv_y)$,

$$\beta=\frac{e^3}{\hbar}\frac{v_y}{4\pi^2}\int d^2q\,(f_+-f_-)\frac{q_x}{d^5}.$$

### The pocket integral

At zero temperature, take $\mu$ in the upper band. The filled lower band contributes zero because $q_x/d^5$ is odd and its integral converges. The occupied upper pocket gives

$$J=\int_{tq_x+d<\mu}d^2q\,\frac{q_x}{d^5}=-\frac13\oint\frac{dq_y}{d^3},$$

since $q_x/d^5=-\frac13\partial(d^{-3})/\partial q_x$; the contour runs counterclockwise.

On the boundary $d=\mu-tq_x$. Squaring gives

$$(1-t^2)q_x^2+2\mu tq_x+q_y^2=\mu^2-\Delta^2 .$$

Set $\gamma=1/\sqrt{1-t^2}$ and complete the square, using $1+\gamma^2t^2=\gamma^2$:

$$\frac{(q_x+\gamma^2\mu t)^2}{\gamma^2}+q_y^2=b^2,\qquad b^2=\gamma^2\mu^2-\Delta^2 .$$

The pocket exists for $b^2>0$, or $\mu>\Delta\sqrt{1-t^2}$. The tilt lowers this edge below $\Delta$ and shifts the ellipse against the sign of $w$. Parametrize it by

$$q_x=-\gamma^2\mu t+\gamma b\cos\theta,\qquad q_y=b\sin\theta .$$

Then $dq_y=b\cos\theta\,d\theta$ and $d=p-r\cos\theta$, with $p=\gamma^2\mu$ and $r=t\gamma b$.

The angular integral follows from $\int_0^{2\pi}d\theta/(p-r\cos\theta)=2\pi/\sqrt{p^2-r^2}$. Applying $-\partial_p$ gives

$$\int_0^{2\pi}\frac{d\theta}{(p-r\cos\theta)^2}=\frac{2\pi p}{(p^2-r^2)^{3/2}}.$$

Applying $\partial_r$ and dividing by 2 gives

$$\int_0^{2\pi}\frac{\cos\theta\,d\theta}{(p-r\cos\theta)^3}=\frac{3\pi pr}{(p^2-r^2)^{5/2}}.$$

Here

$$p^2-r^2=\gamma^4\mu^2-t^2\gamma^2(\gamma^2\mu^2-\Delta^2)=\gamma^2(\mu^2+t^2\Delta^2).$$

This is positive, so $d>0$ on the whole ellipse and squaring introduced no false boundary. Therefore

$$J=-\frac b3\,\frac{3\pi(\gamma^2\mu)(t\gamma b)}{\gamma^5(\mu^2+t^2\Delta^2)^{5/2}}
=-\pi t\,\frac{\mu[\mu^2-(1-t^2)\Delta^2]}{(\mu^2+t^2\Delta^2)^{5/2}},$$

where $b^2/\gamma^2=\mu^2-(1-t^2)\Delta^2$. Multiplication by the prefactor gives the answer:

$$\boxed{\beta=-\frac{e^3}{\hbar}\frac{wv_y}{4\pi v_x}
\frac{\mu[\mu^2-(1-t^2)\Delta^2]}{(\mu^2+t^2\Delta^2)^{5/2}},\quad |\mu|>\Delta\sqrt{1-t^2}}$$

and $\beta=0$ in the gap.

The formula also holds for negative $\mu$. Write $f_-=1-h$, with $h$ the hole occupation. The full band drops out and $+h$ remains in the integrand. The hole region is $d-tq_x<|\mu|$, which is the electron pocket with $t\to-t$. This reverses the sign of $J$, as the odd factor $\mu$ does.

## Limits and temperature

The response is odd in $w$, so it reverses with the Néel order and vanishes without tilt. For small tilt,

$$\beta\simeq-\frac{e^3}{\hbar}\frac{wv_y}{4\pi v_x}\frac{\mu^2-\Delta^2}{\mu^4}\,\operatorname{sgn}\mu .$$

It grows linearly from the band edge as the pocket opens, then falls as $\mu^{-2}$ when $|\mu|\gg\Delta$. If $\Delta\to0$ at fixed $\mu$, this zero-temperature result stays finite. At finite temperature it does not: the thermal average given below samples the $\operatorname{sgn}\mu'/\mu'^2$ behaviour near the node, and $|\beta|$ grows as $\ln(1/\Delta)$. For the parameters of the numerical case at 100 K the growth is about 110 $\mu$A nm/V$^2$ per decade of $\Delta$, until the field or disorder cuts it off. At a gapless node it diverges as $\mu\to0$; there the interband spacing vanishes and the expansion in the field fails.

For the maximum at any allowed tilt, put $x=\mu^2$, $S=(1-t^2)\Delta^2$ and $P=t^2\Delta^2$. Setting the logarithmic derivative to zero gives

$$\frac1{2x}+\frac1{x-S}=\frac5{2(x+P)}.$$

Clearing denominators yields

$$2x^2-(4S+3P)x+SP=0 .$$

The larger root lies in the band. For $t\to0$ it gives $|\mu|=\sqrt2\,\Delta$.

At finite temperature a Fermi function is a superposition of zero-temperature steps, so

$$\beta(T,\mu)=\int d\mu'\left[-\frac{\partial f_0(\mu'-\mu)}{\partial\mu'}\right]\beta(0,\mu').$$

This thermal average mixes in the zero response of the gap and, when broad enough, the opposite sign of the hole band.

## A numerical case

Take the round values $v_x=0.30$, $v_y=0.24$ and $w=0.12$ eV nm, with $\Delta=40$ meV and $\mu=60$ meV. Then $t=0.40$ and the band edge is at 36.7 meV. The prefactor is

$$\frac{wv_y}{4\pi v_x}=\frac{0.12\times0.24}{4\pi\times0.30}=0.00764\ \text{eV nm}.$$

The remaining fraction is

$$\frac{0.060\,(0.003600-0.001344)}{(0.003600+0.000256)^{5/2}}=146.6\ \text{eV}^{-2}.$$

Thus $\beta=-1.120\,(e^3/\hbar)$ nm/eV. A numerical integral of the general definition along the Fermi line gives the same value. Since $e^2/\hbar=2.434\times10^{-4}$ S,

$$\beta=-273\ \mu\text{A nm/V}^2=-2.73\times10^{-13}\ \text{A m/V}^2 .$$

The peak, at $\mu=54.9$ meV, is $-279$ in the same $\mu$A nm/V$^2$ units. With $\mu$ held at 60 meV, $\beta$ falls in magnitude to $-226$ at 100 K and $-132$ at 300 K.

At 100 K, a field of 100 V/cm along $y$ gives

$$j_x=-2.26\times10^{-13}\times(10^4)^2\ \text{A/m}=-22.6\ \text{pA}/\mu\text{m}.$$

In a strip 10 $\mu$m wide this intrinsic part is about 0.23 nA. It is not the whole second-order current: the Drude part estimated below is much larger.

## What a measurement would contain

The relaxation-time solution of the Boltzmann equation, with constant $\tau$, has the second-order distribution $(e\tau/\hbar)^2E_bE_c\partial_b\partial_cf_0$. Two integrations by parts give the Drude coefficient

$$\chi^{D}_{abc}=-\frac{e^3\tau^2}{\hbar^3}\sum\int\frac{d^2k}{(2\pi)^2}f_0\,\partial_a\partial_b\partial_c\varepsilon .$$

For $\tau=0.1$ ps at 100 K, $\chi^D_{xyy}=-2.61\times10^4$ $\mu$A nm/V$^2$, about 115 times the intrinsic value. Neither term can be identified by reversing the Néel order: changing $w\to-w$ together with $k_x\to-k_x$ restores $\varepsilon$ but reverses $\partial_x\partial_y^2$, so the Drude term is odd in $w$ too.

Their tensor forms differ. Write $j_a=\chi_{abc}E_bE_c$ with $\chi_{abc}=\chi_{acb}$. The intrinsic part has $\chi_{xyy}=\beta$ and $\chi_{yxy}=-\beta/2$, because $E_xE_y$ occurs twice in the sum. The Drude part is symmetric in all three indices, so $\chi^D_{xyy}=\chi^D_{yxy}$. Hence

$$\beta=\tfrac23(\chi_{xyy}-\chi_{yxy})$$

when these are the two contributions. The subtraction is demanding: a mismatch of 0.1% of the Drude term is 26 $\mu$A nm/V$^2$, about 8% of the intrinsic difference $\frac32|\beta|=339$ $\mu$A nm/V$^2$.

The occupation rule also matters. Define

$$M_{abc}=\frac{e^3}{\hbar}\sum\int\frac{d^2k}{(2\pi)^2}f_0'\,\partial_a\varepsilon\,G_{bc}.$$

Integrating the intrinsic current by parts and symmetrizing its field indices gives

$$\chi_{abc}=M_{abc}-\tfrac12(M_{bca}+M_{cab}).$$

If electrons instead keep $f_0(\varepsilon)$, the energy-gradient current survives and adds $-\frac12M_{abc}$. Subtracting from $M_{abc}$ its fully symmetric part $\frac13(M_{abc}+M_{bca}+M_{cab})$ leaves $\frac23\chi_{abc}$. The Hall part becomes $(1-\frac13)\chi=\frac23\chi$. At 100 K this is $-151$ instead of $-226$ $\mu$A nm/V$^2$. The vanishing of the zero-field curvature does not settle this choice; it requires a statement of how the electrons relax.

The parameters are illustrative and not fitted to a material: $v_x/\hbar$ is $4.6\times10^5$ m/s and the gap between the band edges is 73 meV. The carrier density, $6.5\times10^{11}$ cm$^{-2}$ at zero temperature, is low for a metallic film, and 0.1 ps is long for a strongly disordered one. Real films can have further bands and Dirac points, whose contributions must be added. Their scattering need not follow one constant $\tau$, and skew scattering and side jump are absent here; the size of these changes is not determined by this model. Adding a free-electron energy $+\hbar^2k^2/2m_e$ to both bands changes $\beta$ at 100 K from $-226$ to $-215$ $\mu$A nm/V$^2$, with $\mu$ fixed; the opposite sign gives $-239$ from the region near the Dirac point. The positive term also bends the lower band up through $\mu$ at wave vectors of 5 to 11 nm$^{-1}$ along $x$, and that distant Fermi line adds only about $+0.5$ $\mu$A nm/V$^2$ to $\beta$.

Disorder limits the sharp-band picture more than the field does. The broadening $\hbar/\tau=6.6$ meV is 28% of the 23.3 meV between $\mu$ and the band edge. The Drude and intrinsic magnitudes would be equal at $\tau=9.3$ fs, but $\hbar/\tau$ would then be about 71 meV and the band picture would already have failed. By contrast, the field shifts the pocket by 0.7% of its half-axis along $y$. For interband effects a field along $y$ involves $v_y$; using the larger $v_x$ instead overestimates them. Even so, the interband parameter $eEv_x/(2\Delta)^2$ is only $4.7\times10^{-4}$, and the Landau–Zener exponent $\pi\Delta^2/(v_xeE)$ is about 1700, so tunnelling across the gap is negligible. Joule heating is about 2 W/cm$^2$, so holding 100 K requires that heat to be removed. The numerical output below gives the remaining values.

## Computed results

```
TEST MODEL vx=1 vy=0.8 w=0.4 D=1, k=(0.6,0.4), e=hbar=1
pair-traced Berry curvature: 1.9e-16
curvature of spin-up block, upper band: -0.22618
2nd-order velocity x, dynamics / theory: -0.02506 / -0.02506
2nd-order velocity y, dynamics / theory: 0.03682 / 0.03682
linear Hall velocity/E, pair average: 2.0e-11
linear Hall velocity/E, spin-up block: -0.22619
WORKED EXAMPLE
vx, vy, w: 0.30, 0.24, 0.12 eV nm
speed vx/hbar: 4.558e+05 m/s
D, mu: 40.0, 60.0 meV; tilt t = 0.40
upper band edge: 36.66 meV
pocket half-axes x, y: 0.1885, 0.2159 1/nm
pocket centre kx: -0.0952 1/nm
carrier density (T=0): 6.478e+11 cm^-2
e^2/hbar: 2.43413e-04 S
beta/(e^3/hbar), formula T=0: -1.11998 nm/eV
beta/(e^3/hbar), Fermi line T=0: -1.11998 nm/eV
beta T=0: -272.62 uA nm/V^2 = -2.726e-13 A m/V^2
beta T=0 at mu=38 meV: -59.30 uA nm/V^2
beta T=0 at mu=50 meV: -269.55 uA nm/V^2
beta T=0 at mu=80 meV: -208.10 uA nm/V^2
beta T=0 at mu=100 meV: -151.10 uA nm/V^2
peak position mu: 54.91 meV
peak beta T=0: -278.82 uA nm/V^2
beta at 100 K: -226.24 uA nm/V^2
beta at 300 K: -131.90 uA nm/V^2
field: 100 V/cm
intrinsic sheet current j_x at 100 K: -22.62 pA/um
NEGLECTED OR COMPETING EFFECTS
relaxation time: 0.10 ps
2nd-order Drude chi_xyy at 100 K: -26063.1 uA nm/V^2
ratio Drude/intrinsic: 115.20
tau at which magnitudes are equal: 9.32 fs
hbar/tau: 6.58 meV; mu minus edge: 23.34 meV
kT at 100 K: 8.62 meV
beta with free-electron k^2 term, 100 K: -215.22 uA nm/V^2
bare-energy occupation, chi_xyy: -96.84 uA nm/V^2
bare-energy occupation, Hall part: -150.83 uA nm/V^2
drift eE tau/hbar over half-axis y: 0.0070
interband parameter eE vx/(2D)^2: 4.69e-04
tunnelling exponent pi D^2/(vx eE): 1676
linear sheet conductivity yy: 0.1958 mS
Joule heating: 1.958 W/cm^2
```
